# Born, Szigeti and Callen effective charges from macroscopic and Lorentz fields

## Rigid ions: one charge is enough

Take a cubic crystal with two ions per primitive cell of volume $V$. The ions have masses $m_1$ and $m_2$ and charges $+eZ$ and $-eZ$, and for the moment they cannot be polarized. Displace the two sublattices by $\mathbf u_1$ and $\mathbf u_2$. The dipole created in each cell is $eZ\mathbf u_1-eZ\mathbf u_2$, so with $\mathbf u=\mathbf u_1-\mathbf u_2$ the polarization is

$$\mathbf P=\frac{eZ}{V}\,\mathbf u .$$

Let $K$ be the restoring constant when the macroscopic field $\mathbf E$ is zero. The equations of motion are

$$m_1\ddot{\mathbf u}_1=-K\mathbf u+eZ\mathbf E,\qquad m_2\ddot{\mathbf u}_2=+K\mathbf u-eZ\mathbf E .$$

Divide each by its mass and subtract. With $1/M=1/m_1+1/m_2$ this gives

$$M\ddot{\mathbf u}=-K\mathbf u+eZ\mathbf E .$$

Fields are Gaussian, $\mathbf D=\mathbf E+4\pi\mathbf P$. Consider a wave with wavevector $\mathbf q$ whose wavelength is long compared with the lattice spacing but short compared with that of light at the same frequency. Retardation is then negligible, so $\nabla\times\mathbf E=0$ and $\mathbf E$ is parallel to $\mathbf q$. Without free charge, $\nabla\cdot\mathbf D=0$, so the component of $\mathbf D$ along $\mathbf q$ vanishes. Two cases follow.

- Transverse wave, $\mathbf P\perp\mathbf q$: there is no polarization along $\mathbf q$, hence $\mathbf E=0$ and $M\omega_{TO}^2=K$.
- Longitudinal wave, $\mathbf P\parallel\mathbf q$: $\mathbf D=0$, hence $\mathbf E=-4\pi\mathbf P=-4\pi eZ\mathbf u/V$.

The longitudinal field opposes the displacement and stiffens the mode:

$$M\omega_{LO}^2=M\omega_{TO}^2+\frac{4\pi e^2Z^2}{V}.$$

The splitting of the two frequencies thus measures the charge. This is simple because $\mathbf P$ depends on $\mathbf u$ alone. Once the electrons can respond, $\mathbf P$ also depends on the field, and "polarization per displacement" has no meaning until the field condition is stated.

## Three field conditions, three charges

From here on the electrons are polarizable and follow the ions adiabatically. The vectors $\mathbf u$, $\mathbf P$ and $\mathbf E$ are collinear in every case needed, so I write components. Each effective charge is the slope $(V/e)\,dP/du$ under one condition:

- Born charge $Z_B$: $E=0$.
- Callen charge $Z_C$: $D=E+4\pi P=0$.
- Szigeti charge $Z_S$: $E+4\pi P/3=0$, that is, zero Lorentz field.

Let $\varepsilon_\infty$ be the permittivity with the ions clamped. In practice it is measured well above the lattice frequencies and well below the electronic excitations. The result to be derived is

$$Z_C=\frac{Z_B}{\varepsilon_\infty},\qquad Z_S=\frac{3Z_B}{\varepsilon_\infty+2},\qquad Z_B^2=\frac{MV\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)}{4\pi e^2}.\tag{1}$$

For $\varepsilon_\infty=1$ the three charges coincide and the rigid-ion formula returns. Frequencies fix only the magnitude of the charge; I take the positive root, which means that $u$ is the displacement of the sublattice with positive Born charge, usually the cations, relative to the other.

## First derivation: macroscopic energy

### The two linear laws

Let $W(u,E)$ be the energy per cell whose natural variables are displacement and macroscopic field, so that the force is $-\partial W/\partial u$ and the cell dipole is $VP=-\partial W/\partial E$. For small amplitudes $W$ is quadratic. In a crystal of cubic or tetrahedral symmetry the only quadratic invariants of two vectors are $\mathbf u^2$, $\mathbf u\cdot\mathbf E$ and $\mathbf E^2$, so three constants suffice:

$$W=\tfrac12M\omega_{TO}^2u^2-eZ_B\,uE-\tfrac12V\chi E^2 .$$

Differentiation gives

$$M\ddot u=-M\omega_{TO}^2u+eZ_BE,\qquad P=\frac{eZ_B}{V}u+\chi E.\tag{2}$$

The first constant is named correctly, because at $E=0$ the mode has the transverse frequency. The second is the Born charge, because at $E=0$ the slope of $P$ is $eZ_B/V$. The same $Z_B$ appears in the force and in the dipole because both come from the single term $uE$. At fixed $u$, $D=(1+4\pi\chi)E$, so $\varepsilon_\infty=1+4\pi\chi$.

### All three charges from one formula

Suppose the displacement itself creates the field, with $E=-4\pi LP$ and a constant $L$. Insert this in the second law of (2):

$$P=\frac{eZ_B}{V}u-4\pi\chi LP\quad\Rightarrow\quad P\,[1+L(\varepsilon_\infty-1)]=\frac{eZ_B}{V}u ,$$

where $4\pi\chi=\varepsilon_\infty-1$ was used. The slope defines the charge

$$Z(L)=\frac{Z_B}{1+L(\varepsilon_\infty-1)}.\tag{3}$$

For $L=0$ it is the Born charge. For $L=1$, $D=0$ and $Z_C=Z_B/\varepsilon_\infty$. For $L=1/3$ the denominator is $(\varepsilon_\infty+2)/3$, which gives $Z_S$ in (1). If $\varepsilon_\infty>1$, the denominator grows with $L$, so $Z_B>Z_S>Z_C$: the field opposes $P$ and, by acting on the electrons, makes the dipole smaller than it would be at $E=0$.

The value $L=1/3$ belongs to a real object. Represent a uniformly polarized sphere by two balls of charge density $+\rho$ and $-\rho$, the positive one shifted by a small $\boldsymbol\delta$, so that $\mathbf P=\rho\boldsymbol\delta$. By Gauss's law, the field inside a ball of density $\rho$ is $4\pi\rho/3$ times the vector from its centre. The sum is

$$\mathbf E=\frac{4\pi\rho}{3}(\mathbf r-\boldsymbol\delta)-\frac{4\pi\rho}{3}\mathbf r=-\frac{4\pi}{3}\mathbf P .$$

The Szigeti charge is therefore the dipole per cell and per displacement of an isolated sphere whose sublattices are shifted uniformly, provided the sphere is large compared with the lattice spacing and small compared with the wavelength of light. No statement about the field at an ion has been needed.

### Frequencies

For motion at frequency $\omega$ the first law of (2) gives $u=eZ_BE/[M(\omega_{TO}^2-\omega^2)]$. Insert this in $P$ and form $\varepsilon=1+4\pi P/E$:

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi e^2Z_B^2}{MV(\omega_{TO}^2-\omega^2)}.\tag{4}$$

A longitudinal wave has $D=\varepsilon E=0$ with $E\neq0$, so $\varepsilon(\omega_{LO})=0$. Multiplying by $\omega_{LO}^2-\omega_{TO}^2$,

$$\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)=\frac{4\pi e^2Z_B^2}{MV},$$

which is the last relation in (1). Dividing by $\varepsilon_\infty$ gives a form that shows the mechanism:

$$M(\omega_{LO}^2-\omega_{TO}^2)=\frac{4\pi e^2}{V}Z_BZ_C .$$

The displacement produces the field $-4\pi eZ_Cu/V$, and this field acts on the ions with the charge $Z_B$. The squared charge of the rigid-ion case has become a product of two different charges.

At $\omega=0$, (4) gives the static permittivity $\varepsilon_0$:

$$\varepsilon_0-\varepsilon_\infty=\frac{4\pi e^2Z_B^2}{MV\omega_{TO}^2}=\varepsilon_\infty\left(\frac{\omega_{LO}^2}{\omega_{TO}^2}-1\right)\quad\Rightarrow\quad\frac{\varepsilon_0}{\varepsilon_\infty}=\frac{\omega_{LO}^2}{\omega_{TO}^2},\tag{5}$$

the Lyddane–Sachs–Teller relation. Here $\varepsilon_0$ is the permittivity with relaxed ions at fixed cell shape, since $W$ contains no strain. With tetrahedral symmetry a shear strain couples linearly to $\mathbf u$ and $\mathbf E$, so a crystal left free to deform in a static field has an additional piezoelectric contribution that (5) does not include. If $\varepsilon_0$ is known instead of $\omega_{LO}$, solve the first equality for $Z_B^2$ and multiply by $9/(\varepsilon_\infty+2)^2$:

$$Z_S^2=\frac{9MV\omega_{TO}^2(\varepsilon_0-\varepsilon_\infty)}{4\pi e^2(\varepsilon_\infty+2)^2}.$$

The small sphere also has its own vibration. With $E=-4\pi P/3$ and $4\pi P=(\varepsilon-1)E$, one finds $\varepsilon-1=-3$, so $\varepsilon(\omega_s)=-2$. From (4),

$$\omega_s^2=\omega_{TO}^2+\frac{4\pi e^2Z_B^2}{MV(\varepsilon_\infty+2)}=\omega_{TO}^2\,\frac{\varepsilon_0+2}{\varepsilon_\infty+2},\tag{6}$$

where the second form uses the first equality in (5).

## Second derivation: ions in the Lorentz field

### The field at an ion

Now start from the ions. Each is a polarizable point, and the field that acts on it is that of all the other ions. Draw a sphere around the chosen ion, large compared with the lattice spacing and small compared with the wavelength.

The matter outside may be treated as a continuum. Its field is the macroscopic field minus the part due to the polarized material inside the sphere, $E-(-4\pi P/3)=E+4\pi P/3$.

The dipoles inside must be summed one by one. Equal dipoles $p$ along $x$ on one sublattice, at positions $\mathbf r$ from the ion, give the field component

$$E_x=p\sum\frac{3x^2-r^2}{r^5}.$$

The threefold axes of a cubic or tetrahedral site permute $x$, $y$ and $z$, so $\sum x^2/r^5=\tfrac13\sum r^2/r^5$ and $E_x=0$. The other components contain $\sum xy/r^5$ and $\sum xz/r^5$. A twofold rotation about $x$ reverses $y$ and $z$, so these sums vanish too. The argument holds for each sublattice in rock-salt and in zincblende. Both ions therefore feel

$$E_{loc}=E+\frac{4\pi}{3}P.\tag{7}$$

In a transverse wave this is $+\tfrac13(4\pi P)$; in a longitudinal one it is $-1+\tfrac13=-\tfrac23$ of $4\pi P$. Direct dipole sums for both structures give $0.33333$ and $-0.66667$.

### The local laws

To first order, displacing a charged ion adds a dipole at its site. The field of the undisturbed lattice exerts no linear force on the displaced ion: that field vanishes at the site, and its gradient is a symmetric traceless tensor, which the site symmetry forces to zero. What remains is a short-range spring $k$ and the dipole field $E_{loc}$:

$$M\ddot u=-ku+eZ_SE_{loc},\qquad VP=eZ_Su+\alpha E_{loc}.\tag{8}$$

Here $\alpha$ is the summed polarizability of the two ions. The coefficient of $u$ at $E_{loc}=0$ is by definition the Szigeti charge. It may differ from the static ionic charge, because the electron clouds deform when neighbouring ions approach. The same $Z_S$ enters both laws for the reason given before: both derive from one energy term, now $-eZ_SuE_{loc}$.

### Eliminating the local field

Put (7) into the second law of (8) and write $\beta=4\pi\alpha/(3V)$:

$$P(1-\beta)=\frac{eZ_Su+\alpha E}{V}.\tag{9}$$

With $u=0$ this gives the clamped permittivity,

$$\varepsilon_\infty-1=\frac{4\pi P}{E}=\frac{3\beta}{1-\beta}\quad\Rightarrow\quad\varepsilon_\infty+2=\frac{3}{1-\beta},\qquad\beta=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2},$$

the Clausius–Mossotti relation. With $E=0$, (9) gives the Born charge

$$Z_B=\frac{Z_S}{1-\beta}=\frac{\varepsilon_\infty+2}{3}Z_S .$$

In this picture the Born charge is an amplified one: the displaced ions polarize the electrons, whose dipoles add to the local field and polarize them further.

For the Callen charge set $E=-4\pi P$, so $E_{loc}=-8\pi P/3$. The second law of (8) becomes $P(1+2\beta)=eZ_Su/V$, and

$$1+2\beta=\frac{\varepsilon_\infty+2+2\varepsilon_\infty-2}{\varepsilon_\infty+2}=\frac{3\varepsilon_\infty}{\varepsilon_\infty+2}\quad\Rightarrow\quad Z_C=\frac{\varepsilon_\infty+2}{3\varepsilon_\infty}Z_S=\frac{Z_B}{\varepsilon_\infty}.$$

### Frequencies again

In the transverse mode $E_{loc}=4\pi P/3=4\pi eZ_Bu/(3V)$. This field points along the displacement and softens the spring:

$$M\omega_{TO}^2=k-\frac{4\pi e^2}{3V}Z_SZ_B=k-\frac{4\pi e^2Z_S^2}{9V}(\varepsilon_\infty+2).\tag{10}$$

In the longitudinal mode $E_{loc}=-8\pi eZ_Cu/(3V)$, so

$$M\omega_{LO}^2=k+\frac{8\pi e^2}{3V}Z_SZ_C=k+\frac{4\pi e^2Z_S^2}{9V}(\varepsilon_\infty+2)\frac{2}{\varepsilon_\infty}.$$

Subtract. The spring drops out, and $1+2/\varepsilon_\infty=(\varepsilon_\infty+2)/\varepsilon_\infty$:

$$M(\omega_{LO}^2-\omega_{TO}^2)=\frac{4\pi e^2Z_S^2(\varepsilon_\infty+2)^2}{9V\varepsilon_\infty}=\frac{4\pi e^2Z_B^2}{V\varepsilon_\infty},$$

which is (1) once more.

The local picture also gives $k$ a meaning. If $E_{loc}=0$, (8) is a free oscillator with $M\omega^2=k$. But $E_{loc}=0$ is the condition $E=-4\pi P/3$ of the isolated sphere, so $k=M\omega_s^2$, with $\omega_s$ from (6). Within this model, (10) also shows a limit of stability: if the Lorentz term reaches $k$, $\omega_{TO}$ goes to zero, and beyond that point the lattice is unstable against a uniform polar displacement at zero macroscopic field. In an isolated sphere the same uniform displacement still meets the positive stiffness $k$. This does not make a large sphere stable: a polarization pattern that closes on itself, with no divergence inside and no normal component at the surface, creates no macroscopic field and softens like the transverse mode.

## Two model crystals

In Rydberg atomic units $\hbar=1$, $e^2=2$ and $m_e=1/2$, so masses are counted in units of $2m_e$, and $4\pi e^2=25.13$. Both crystals have $V=300$ bohr³ and $M=20000$; only the structure and the optical data differ. All parameters are round model values.

**Crystal A**, rock-salt: $\omega_{TO}=1.6$ mRy, $\omega_{LO}=2.4$ mRy, $\varepsilon_\infty=2.5$. The difference of squares is $5.76-2.56=3.20$ mRy², or $3.20\times10^{-6}$ Ry². Then

$$Z_B^2=\frac{20000\times300\times2.5\times3.20\times10^{-6}}{25.13}=1.910,\qquad Z_B=1.382,$$

$$Z_S=\frac{3}{4.5}\times1.382=0.921,\qquad Z_C=\frac{1.382}{2.5}=0.553 .$$

**Crystal B**, zincblende: $\omega_{TO}=2.4$ mRy, $\omega_{LO}=2.6$ mRy, $\varepsilon_\infty=10$. The difference of squares is $6.76-5.76=1.00$ mRy², and

$$Z_B^2=\frac{20000\times300\times10\times1.00\times10^{-6}}{25.13}=2.387,\qquad Z_B=1.545,$$

$$Z_S=\frac{3}{12}\times1.545=0.386,\qquad Z_C=\frac{1.545}{10}=0.155 .$$

Crystal B has the smaller splitting but the larger Born charge. The reason is the factor $\varepsilon_\infty$ in (1): the ratio of $Z_B^2$ is $(10\times1.00)/(2.5\times3.20)=1.25$, so the Born charges have the ratio $1.118$. The other two charges reverse the order, with ratios B/A of $0.419$ (Szigeti) and $0.280$ (Callen). If $Z_S$ is read as the ionic charge, as in the point-dipole picture, a large Born charge alone is no evidence of strongly charged ions. In the local picture the amplification $Z_B/Z_S=(\varepsilon_\infty+2)/3$ is $1.5$ in A and $4$ in B.

The springs can be compared as well. In A, $k=0.0868$ and $M\omega_{TO}^2=0.0512$ Ry/bohr², so the Lorentz field removes $0.0356$, or 41% of $k$. In B the values are $0.1319$ and $0.1152$, a reduction of 13%. The percentage is lower in B for two reasons: the Lorentz term itself is smaller, $0.0167$, and the chosen $\omega_{TO}$ is higher. The sphere modes lie between the transverse and longitudinal frequencies, at $2.083$ mRy in A and $2.568$ mRy in B.

These values of $Z_S$ and $k$, with $\alpha$ from Clausius–Mossotti, define two lattices of polarizable point ions. Solving their equations of motion with explicitly summed dipole fields returns the input frequencies, as well as $Z_B$, $Z_C$ and both permittivities. This tests the chain of formulas for point dipoles in the long-wave limit. It does not show that such lattices are stable at short wavelength, or that a given solid consists of point dipoles. Lattice B in fact fails if its polarizability is divided between the two ions equally or as 3 to 7: neighbouring point dipoles then couple so strongly that the electrons alone, with the ions clamped, are unstable at short wavelength. With either division, lattice B serves only to check the long-wave algebra, which contains just the summed polarizability.

### Sensitivity to the data

At fixed $\omega_{TO}$ and $\varepsilon_\infty$, the logarithm of (1) gives

$$\frac{d\ln Z_B}{d\ln\omega_{LO}}=\frac{\omega_{LO}^2}{\omega_{LO}^2-\omega_{TO}^2},$$

which is $5.76/3.20=1.80$ in A and $6.76/1.00=6.76$ in B. Raising $\omega_{LO}$ by 1% raises $Z_B$ by 1.8% in A and by 6.6% in B. The other two charges change by the same percentages, since they are proportional to $Z_B$ at fixed $\varepsilon_\infty$. When the two frequencies are close, they must be accurate relative to each other; an error that multiplies both by the same factor changes $Z_B$ only by that factor.

## What each derivation assumes

Both derivations need small amplitudes, adiabatic electrons, negligible damping and retardation, long waves and an insulating crystal. Free carriers would respond to the longitudinal field and so change the frequency of the longitudinal mode. Both also use two ions per cell and cubic or tetrahedral symmetry. With lower symmetry the charges become tensors, and with more ions per cell there can be several polar modes, and then one splitting no longer fixes one charge.

The macroscopic derivation needs nothing else. It does not ask where the electrons are, and its $Z_B$ and $Z_C$ hold for ionic and covalent crystals alike. Its $Z_S$ is the response of a sphere, equally free of a microscopic model.

The second derivation adds a strong assumption: the electrons respond as point dipoles at the ion sites, and so feel the full Lorentz field. In return it splits the transverse force constant into a short-range spring and a dipole part, and it interprets $Z_S$ as the charge of an ion with its local deformation. Where valence charge overlaps and spreads between the ions, (7) is no longer justified, and this interpretation goes with it.

How much depends on the assumption can be estimated. Replace (7) by $E_{loc}=E+4\pi\gamma P$, with $\gamma$ between $0$ for no local correction and $1/3$ for point dipoles. A single $\gamma$ is a simplification: overlapping charge clouds give different factors within and between the sublattices. The charge at zero local field is then $Z(\gamma)$ from (3). In A it lies between $1.38$ and $0.92$; in B, between $1.55$ and $0.39$. In a crystal with large $\varepsilon_\infty$ the local charge is thus mostly a statement about the assumed local field, while the Born and Callen charges stay where the measured frequencies and $\varepsilon_\infty$ put them.

## Computed values

```
Field in polarized sphere, E/(4 pi P) = -0.33333
Cell volume V = 300 bohr^3
Ion masses = 30000, 60000 (unit 2 m_e)
Reduced mass M = 20000 (unit 2 m_e)
Crystal A (rock-salt)
  input w_TO = 1.60 mRy, w_LO = 2.40 mRy
  input eps_inf = 2.50
  w_LO^2 - w_TO^2 = 3.200 mRy^2
  Z_B^2 = 1.9099
  Born charge Z_B = 1.3820 e
  Szigeti charge Z_S = 0.9213 e
  Callen charge Z_C = 0.5528 e
  eps_0 = 5.6250; from lattice = 5.6250
  sphere mode w_s = 2.0827 mRy
  local spring k = 0.08676 Ry/bohr^2
  M w_TO^2 = 0.05120 Ry/bohr^2
  total polarizability = 23.873 bohr^3
  lattice field/(4 pi P): transverse 0.33333
  lattice field/(4 pi P): longitudinal -0.66667
  lattice w_TO = 1.6000 mRy, w_LO = 2.4000 mRy
  lattice Z_B = 1.3820 e, Z_C = 0.5528 e
  d ln Z_B / d ln w_LO = 1.800
  Z_B if w_LO is 1% higher = 1.4068 e (1.79% up)
Crystal B (zincblende)
  input w_TO = 2.40 mRy, w_LO = 2.60 mRy
  input eps_inf = 10.00
  w_LO^2 - w_TO^2 = 1.000 mRy^2
  Z_B^2 = 2.3873
  Born charge Z_B = 1.5451 e
  Szigeti charge Z_S = 0.3863 e
  Callen charge Z_C = 0.1545 e
  eps_0 = 11.7361; from lattice = 11.7361
  sphere mode w_s = 2.5677 mRy
  local spring k = 0.13187 Ry/bohr^2
  M w_TO^2 = 0.11520 Ry/bohr^2
  total polarizability = 53.715 bohr^3
  lattice field/(4 pi P): transverse 0.33333
  lattice field/(4 pi P): longitudinal -0.66667
  lattice w_TO = 2.4000 mRy, w_LO = 2.6000 mRy
  lattice Z_B = 1.5451 e, Z_C = 0.1545 e
  d ln Z_B / d ln w_LO = 6.760
  Z_B if w_LO is 1% higher = 1.6467 e (6.58% up)
Ratio B/A of Born charges = 1.1180
Ratio B/A of Szigeti charges = 0.4193
Ratio B/A of Callen charges = 0.2795
```
